# The Axilrod–Teller–Muto Energy from the Third-Order RPA Ring: verification in Python

```python
"""Triple-dipole energy from the third-order RPA ring (atomic units).

Result under test, for three spherical non-overlapping fragments A, B, C:
  E3 -> C9 (1 + 3 cosA cosB cosC) / (R_AB R_BC R_CA)^3
  C9 = (3/pi) * integral_0^inf alpha_A(iu) alpha_B(iu) alpha_C(iu) du
alpha(iu): fragment polarizability at imaginary frequency, direct RPA.
cosA, cosB, cosC: cosines of the interior angles of the triangle.
The fragments are Be atoms with PBE orbitals.  Inter-fragment coupling uses
full Coulomb integrals between transition densities, not dipoles.
"""
import numpy as np
import sympy as sp
from scipy.constants import physical_constants
from scipy.optimize import brentq
from pyscf import gto, dft

# ---------- frequency grid on (0, infinity) ----------
nodes, node_weights = np.polynomial.legendre.leggauss(60)
U0 = 0.5
freqs = U0 * (1 + nodes) / (1 - nodes)
weights = node_weights * 2 * U0 / (1 - nodes) ** 2

# ---------- geometry and dipole tensor ----------
xyz = sp.symbols("x y z", real=True)
inverse_distance = 1 / sp.sqrt(sum(s ** 2 for s in xyz))
# mixed derivative of 1/|R + x - x'| in x and x' is minus the Hessian
tensor_function = sp.lambdify(xyz, -sp.hessian(inverse_distance, xyz), "numpy")


def dipole_tensor(vector):
    return np.array(tensor_function(*vector), dtype=float)


def angular_and_product(pos):
    """Return 1 + 3 cosA cosB cosC (law of cosines) and the side product."""
    a = np.linalg.norm(pos[1] - pos[2])
    b = np.linalg.norm(pos[2] - pos[0])
    c = np.linalg.norm(pos[0] - pos[1])
    cosines = ((b*b + c*c - a*a) / (2*b*c) * (a*a + c*c - b*b) / (2*a*c)
               * (a*a + b*b - c*c) / (2*a*b))
    return 1 + 3 * cosines, a * b * c


def cubic_coefficient(energy):
    """Coefficient of s^3 in energy(s), from its odd part at s = 1 and 1/2."""
    def scaled_odd(s):
        return (energy(s) - energy(-s)) / (2 * s ** 3)
    return (4 * scaled_odd(0.5) - scaled_odd(1.0)) / 3


# Trace of three dipole tensors for random triangles
rng = np.random.default_rng(7)
for _ in range(20):
    p = rng.normal(size=(3, 3))
    trace = np.trace(dipole_tensor(p[1] - p[0]) @ dipole_tensor(p[2] - p[1])
                     @ dipole_tensor(p[0] - p[2]))
    factor, product = angular_and_product(p)
    assert abs(trace * product ** 3 - 3 * factor) < 1e-8

# ---------- unlike and anisotropic oscillators, exact diagonalization ----------
osc_pos = np.array([[0, 0, 0], [13.0, 0, 0], [4.0, 11.0, 3.0]])
iso_alpha = np.repeat([[10.0], [20.0], [5.0]], 3, axis=1)
iso_omega = np.repeat([[0.4], [0.3], [0.7]], 3, axis=1)
aniso_alpha = iso_alpha * np.array([[1, 1.5, 0.7], [0.8, 1, 1.3], [2, 1, 1]])
aniso_omega = iso_omega * np.array([[1, 0.8, 1.2], [1.1, 1, 0.9], [1, 1.3, 1]])


def oscillator_energy(alpha0, omega, s):
    charge = omega * np.sqrt(alpha0)
    matrix = np.diag((omega ** 2).ravel())
    for i in range(3):
        for j in range(3):
            if i != j:
                tensor = dipole_tensor(osc_pos[j] - osc_pos[i])
                matrix[3*i:3*i+3, 3*j:3*j+3] = (
                    s * charge[i][:, None] * tensor * charge[j][None, :])
    return 0.5 * np.sum(np.sqrt(np.linalg.eigvalsh(matrix)))


for alpha0, omega in ((iso_alpha, iso_omega), (aniso_alpha, aniso_omega)):
    ring_sum = 0.0
    for u, w in zip(freqs, weights):
        al = alpha0 * omega ** 2 / (omega ** 2 + u * u)
        ring_sum += w / np.pi * np.trace(
            np.diag(al[0]) @ dipole_tensor(osc_pos[1] - osc_pos[0])
            @ np.diag(al[1]) @ dipole_tensor(osc_pos[2] - osc_pos[1])
            @ np.diag(al[2]) @ dipole_tensor(osc_pos[0] - osc_pos[2]))
    exact = cubic_coefficient(lambda s: oscillator_energy(alpha0, omega, s))
    assert abs(ring_sum / exact - 1) < 1e-3
iso_response = iso_alpha[:, :1] * iso_omega[:, :1] ** 2 / (
    iso_omega[:, :1] ** 2 + freqs ** 2)
c9_unlike = 3 / np.pi * np.sum(weights * np.prod(iso_response, axis=0))
factor, product = angular_and_product(osc_pos)
exact = cubic_coefficient(lambda s: oscillator_energy(iso_alpha, iso_omega, s))
assert abs(c9_unlike * factor / product ** 3 / exact - 1) < 1e-3

# One-pole relation between C9 and C6 for identical fragments
pole = iso_response[0]
c6_pole = 3 / np.pi * np.sum(weights * pole ** 2)
c9_pole = 3 / np.pi * np.sum(weights * pole ** 3)
assert abs(c9_pole / (0.75 * iso_alpha[0, 0] * c6_pole) - 1) < 1e-8

# ---------- beryllium atom ----------
s_exp = [0.03 * 3.0 ** k for k in range(9)]
p_exp = [0.03 * 3.0 ** k for k in range(5)]
d_exp = [0.05 * 3.0 ** k for k in range(2)]
shells = ([[0, [e, 1.0]] for e in s_exp] + [[1, [e, 1.0]] for e in p_exp]
          + [[2, [e, 1.0]] for e in d_exp])
basis = {"Be": shells}
atom = gto.M(atom=[["Be", (0.0, 0.0, 0.0)]], basis=basis, unit="Bohr",
             verbose=0)
mf = dft.RKS(atom)
mf.xc = "PBE"
mf.grids.level = 4
mf.conv_tol = 1e-11
mf.kernel()
assert mf.converged

VIRTUAL_CUTOFF = 20.0
n_occ = 2
keep = [k for k in range(n_occ, len(mf.mo_energy))
        if mf.mo_energy[k] < VIRTUAL_CUTOFF]
occ, virt = mf.mo_coeff[:, :n_occ], mf.mo_coeff[:, keep]
gap = (mf.mo_energy[keep][None, :] - mf.mo_energy[:n_occ, None]).ravel()
assert gap.min() > 0
n_ao, n_pair = atom.nao_nr(), gap.size
pair_density = np.einsum("mi,na->mnia", occ, virt).reshape(n_ao ** 2, n_pair)
dipole = atom.intor("int1e_r").reshape(3, n_ao ** 2) @ pair_density


def to_pairs(integrals):
    return pair_density.T @ integrals.reshape(n_ao**2, n_ao**2) @ pair_density


K_inside = to_pairs(atom.intor("int2e"))
block_cache = {}


def coulomb_block(displacement):
    """Coulomb coupling of transitions at the origin and at displacement."""
    key = tuple(float(round(t, 9)) + 0.0 for t in displacement)
    first = next(t for t in key if t != 0)
    if first < 0:
        return coulomb_block([-t for t in key]).T
    if key not in block_cache:
        two = gto.M(atom=[["Be", (0.0, 0.0, 0.0)], ["Be", key]], basis=basis,
                    unit="Bohr", verbose=0)
        n = atom.nbas
        block_cache[key] = to_pairs(two.intor(
            "int2e", shls_slice=(0, n, 0, n, n, 2*n, n, 2*n)))
    return block_cache[key]


# minus the RPA density response of one atom, in the space of transitions
minus_chi = [np.linalg.inv(np.diag((gap**2 + u*u) / (4*gap)) + K_inside)
             for u in freqs]


def alpha_tensor(u):
    response = np.linalg.inv(np.diag((gap**2 + u*u) / (4*gap)) + K_inside)
    return dipole @ response @ dipole.T


alpha_static = alpha_tensor(0.0)
assert np.allclose(alpha_static, alpha_static[0, 0] * np.eye(3),
                   atol=1e-5 * alpha_static[0, 0])
alpha0_be = np.trace(alpha_static) / 3
alpha_iu = np.array([np.trace(dipole @ m @ dipole.T) / 3 for m in minus_chi])
C6 = 3 / np.pi * np.sum(weights * alpha_iu ** 2)
C9 = 3 / np.pi * np.sum(weights * alpha_iu ** 3)

# C9 again, as a closed sum over RPA excitations without a frequency grid
root = np.sqrt(gap)
omega2, modes = np.linalg.eigh(np.diag(gap**2)
                               + 4 * root[:, None] * K_inside * root[None, :])
excitation = np.sqrt(omega2)
strength = 4 * np.mean(((dipole * root) @ modes) ** 2, axis=0)
a = excitation[:, None, None]
b = excitation[None, :, None]
c = excitation[None, None, :]
C9_sum = 1.5 * np.einsum("i,j,k,ijk->", strength, strength, strength,
                         (a+b+c) / (a*b*c*(a+b)*(b+c)*(c+a)))
assert abs(C9_sum / C9 - 1) < 1e-6

# RPA correlation energy of the atom: excitation sum against log integral
ec_modes = 0.5 * np.sum(excitation) - 0.5 * np.sum(gap + 2*np.diag(K_inside))
ec_log = 0.0
for u, w in zip(freqs, weights):
    x = (4 * gap / (gap**2 + u*u))[:, None] * K_inside
    ec_log += w / (2*np.pi) * (np.linalg.slogdet(np.eye(n_pair) + x)[1]
                               - np.trace(x))
assert abs(ec_modes - ec_log) < 1e-6


# ---------- several atoms ----------
def inter_coupling(pos):
    n = len(pos)
    V = np.zeros((n * n_pair, n * n_pair))
    for i in range(n):
        for j in range(n):
            if i != j:
                V[i*n_pair:(i+1)*n_pair, j*n_pair:(j+1)*n_pair] = \
                    coulomb_block(pos[j] - pos[i])
    return V


def mode_energy(pos, s=1.0):
    """Half the sum of RPA frequencies, inter-atomic coupling scaled by s."""
    n = len(pos)
    g = np.tile(gap, n)
    K = np.kron(np.eye(n), K_inside) + s * inter_coupling(pos)
    M = np.diag(g**2) + 4 * np.sqrt(g)[:, None] * K * np.sqrt(g)[None, :]
    return 0.5 * np.sum(np.sqrt(np.linalg.eigvalsh(M)))


def third_order_ring(pos):
    AB = coulomb_block(pos[1] - pos[0])
    BC = coulomb_block(pos[2] - pos[1])
    CA = coulomb_block(pos[0] - pos[2])
    return sum(w / np.pi * np.trace(m @ AB @ m @ BC @ m @ CA)
               for m, w in zip(minus_chi, weights))


shapes = {
    "equilateral": np.array([[0, 0, 0], [1, 0, 0], [0.5, np.sqrt(0.75), 0]]),
    "straight line": np.array([[0, 0, 0], [1.0, 0, 0], [2.0, 0, 0]]),
    "scalene": np.array([[0, 0, 0], [1.0, 0, 0], [0.3, 0.8, 0]]),
}

# Near geometry: log integral, ring and non-additive energy by diagonalization
SIDE = 15.0
near = SIDE * shapes["equilateral"]
single = mode_energy(near[:1] * 0) if False else 0.5 * np.sum(excitation)
total_interaction = mode_energy(near) - 3 * single
V_near = inter_coupling(near)
log_interaction = sum(
    w / (2*np.pi) * np.linalg.slogdet(
        np.eye(3*n_pair) + np.kron(np.eye(3), m) @ V_near)[1]
    for m, w in zip(minus_chi, weights))
assert abs(log_interaction / total_interaction - 1) < 1e-5
pair_sum = sum(mode_energy(near[[i, j]]) - 2 * single
               for i, j in ((0, 1), (1, 2), (0, 2)))
nonadditive = total_interaction - pair_sum
ring_near = third_order_ring(near)
ring_from_modes = cubic_coefficient(lambda s: mode_energy(near, s))
assert abs(ring_from_modes / ring_near - 1) < 2e-3
pair_odd = mode_energy(near[:2], 1.0) - mode_energy(near[:2], -1.0)
assert abs(pair_odd) < 1e-3 * abs(ring_near)

# Distance dependence for the equilateral triangle
sides = [15.0, 30.0, 60.0, 120.0]
rings, dipole_limits = [], []
for side in sides:
    pos = side * shapes["equilateral"]
    factor, product = angular_and_product(pos)
    rings.append(third_order_ring(pos))
    dipole_limits.append(C9 * factor / product ** 3)
excess = np.array(rings) / np.array(dipole_limits) - 1
assert 3.6 < excess[2] / excess[3] < 4.6      # correction falls as R^-2

# Angular factor from full Coulomb rings, extrapolated to infinite size
angular_results = {}
for name, shape in shapes.items():
    measured = []
    for side in (60.0, 120.0):
        pos = side * shape
        factor, product = angular_and_product(pos)
        measured.append(third_order_ring(pos) * product ** 3 / C9)
    limit = (4 * measured[1] - measured[0]) / 3
    assert abs(limit - factor) < 2e-3 * abs(factor)
    angular_results[name] = (limit, factor)

# C6 from the second-order ring, extrapolated in the same way
c6_measured = []
for side in (60.0, 120.0):
    V = coulomb_block([side, 0.0, 0.0])
    second = -sum(w / (2*np.pi) * np.trace(m @ V @ m @ V.T)
                  for m, w in zip(minus_chi, weights))
    c6_measured.append(-second * side ** 6)
C6_limit = (4 * c6_measured[1] - c6_measured[0]) / 3
assert abs(C6_limit / C6 - 1) < 2e-3


def isosceles_factor(apex):
    pos = np.array([[0, 0, 0], [1.0, 0, 0], [np.cos(apex), np.sin(apex), 0]])
    return angular_and_product(pos)[0]


zero_apex = np.degrees(brentq(isosceles_factor, 1.6, 3.0))

# ---------- output ----------
hartree_eV = physical_constants["Hartree energy in eV"][0]
print("Be atom, direct RPA on PBE orbitals")
print(f"s exponents: {len(s_exp)}, from {s_exp[0]:.2f} to {s_exp[-1]:.2f} bohr^-2")
print(f"p exponents: {len(p_exp)}, from {p_exp[0]:.2f} to {p_exp[-1]:.2f} bohr^-2")
print(f"d exponents: {len(d_exp)}, from {d_exp[0]:.2f} to {d_exp[-1]:.2f} bohr^-2")
print(f"ratio of neighbouring exponents: {s_exp[1]/s_exp[0]:.1f}")
print(f"virtual orbital cutoff: {VIRTUAL_CUTOFF:.1f} hartree")
print(f"occupied-virtual pairs per atom: {n_pair}")
print(f"PBE total energy: {mf.e_tot:.5f} hartree")
print(f"smallest orbital gap: {gap.min():.4f} hartree")
print(f"RPA correlation energy, mode sum: {ec_modes:.6f} hartree")
print(f"RPA correlation energy, log integral: {ec_log:.6f} hartree")
for u in (0.0, 0.1, 0.2, 0.5, 1.0):
    print(f"alpha(iu) at u = {u:.1f} hartree: "
          f"{np.trace(alpha_tensor(u))/3:.4f} bohr^3")
print(f"C6, frequency integral: {C6:.3f} hartree bohr^6")
print(f"C6, from second-order rings: {C6_limit:.3f} hartree bohr^6")
print(f"C9, frequency integral: {C9:.2f} hartree bohr^9")
print(f"C9, sum over excitations: {C9_sum:.2f} hartree bohr^9")
print(f"one-pole estimate of C9: {0.75*alpha0_be*C6:.2f} hartree bohr^9")
print(f"one-pole estimate / C9: {0.75*alpha0_be*C6/C9:.4f}")
print("Angular factor: from rings, from formula")
for name, (limit, factor) in angular_results.items():
    print(f"  {name}: {limit:.5f}, {factor:.5f}")
print(f"isosceles apex angle of zero factor: {zero_apex:.2f} degrees")
print("Equilateral: side/bohr, ring/hartree, triple-dipole/hartree, ratio")
for side, ring, limit in zip(sides, rings, dipole_limits):
    print(f"  {side:.0f}  {ring:.5e}  {limit:.5e}  {ring/limit:.5f}")
print(f"ratio of excesses, side 60 to 120 bohr: {excess[2]/excess[3]:.3f}")
print(f"Equilateral triangle, side {SIDE:.0f} bohr:")
print(f"  total RPA interaction: {total_interaction:.5e} hartree")
print(f"  same, log integral: {log_interaction:.5e} hartree")
print(f"  sum of three pair energies: {pair_sum:.5e} hartree")
print(f"  non-additive RPA energy: {nonadditive:.5e} hartree")
print(f"  third-order ring: {ring_near:.5e} hartree")
print(f"  ring from odd part of modes: {ring_from_modes:.5e} hartree")
print(f"  beyond third order: {nonadditive-ring_near:.5e} hartree")
print(f"  triple-dipole energy: {dipole_limits[0]:.5e} hartree")
print(f"  triple-dipole energy: {dipole_limits[0]*hartree_eV*1e6:.3f} micro-eV")
print(f"  non-additive / pair sum: {nonadditive/pair_sum:.5f}")
print("tests ok")
```

Output:

```
Be atom, direct RPA on PBE orbitals
s exponents: 9, from 0.03 to 196.83 bohr^-2
p exponents: 5, from 0.03 to 2.43 bohr^-2
d exponents: 2, from 0.05 to 0.15 bohr^-2
ratio of neighbouring exponents: 3.0
virtual orbital cutoff: 20.0 hartree
occupied-virtual pairs per atom: 58
PBE total energy: -14.61639 hartree
smallest orbital gap: 0.1324 hartree
RPA correlation energy, mode sum: -0.127472 hartree
RPA correlation energy, log integral: -0.127472 hartree
alpha(iu) at u = 0.0 hartree: 31.7557 bohr^3
alpha(iu) at u = 0.1 hartree: 25.9931 bohr^3
alpha(iu) at u = 0.2 hartree: 16.9818 bohr^3
alpha(iu) at u = 0.5 hartree: 5.2409 bohr^3
alpha(iu) at u = 1.0 hartree: 1.6390 bohr^3
C6, frequency integral: 163.781 hartree bohr^6
C6, from second-order rings: 163.777 hartree bohr^6
C9, frequency integral: 3859.98 hartree bohr^9
C9, sum over excitations: 3859.98 hartree bohr^9
one-pole estimate of C9: 3900.74 hartree bohr^9
one-pole estimate / C9: 1.0106
Angular factor: from rings, from formula
  equilateral: 1.37497, 1.37500
  straight line: -2.00002, -2.00000
  scalene: 1.32837, 1.32840
isosceles apex angle of zero factor: 117.22 degrees
Equilateral: side/bohr, ring/hartree, triple-dipole/hartree, ratio
  15  1.69327e-07  1.38059e-07  1.22648
  30  2.83749e-10  2.69647e-10  1.05230
  60  5.33378e-13  5.26655e-13  1.01277
  120  1.03189e-15  1.02862e-15  1.00317
ratio of excesses, side 60 to 120 bohr: 4.024
Equilateral triangle, side 15 bohr:
  total RPA interaction: -5.46319e-05 hartree
  same, log integral: -5.46319e-05 hartree
  sum of three pair energies: -5.47953e-05 hartree
  non-additive RPA energy: 1.63410e-07 hartree
  third-order ring: 1.69327e-07 hartree
  ring from odd part of modes: 1.69326e-07 hartree
  beyond third order: -5.91716e-09 hartree
  triple-dipole energy: 1.38059e-07 hartree
  triple-dipole energy: 3.757 micro-eV
  non-additive / pair sum: -0.00298
tests ok
```
